# The Fu–Kane parity criterion for Z2 topological insulators, derived two ways

## Definitions and conventions

Consider independent electrons in a perfect crystal with a smooth Bloch Hamiltonian $H(\mathbf k)$. The lowest $2N$ bands are filled and are separated from the rest by a direct gap at every $\mathbf k$. The treatment is two-dimensional until three dimensions are named. Lengths are in units of the lattice constant, and $k_x,k_y$ are reduced coordinates of period $2\pi$.

Time reversal $\Theta$ is antiunitary with $\Theta^2=-1$. Inversion $P$ is unitary with $P^2=1$, sends $\mathbf r$ to $-\mathbf r$, leaves spin alone and commutes with $\Theta$. Both are symmetries of the crystal.

Bloch states are $\psi=e^{i\mathbf k\cdot\mathbf r}u$, with $u$ cell-periodic. Let $\Pi_{\mathbf k}$ project on the occupied $u$'s at $\mathbf k$, and let $V_{\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}$ for a reciprocal vector $\mathbf G$. Then

$$V_{\mathbf G}\Pi_{\mathbf k}V_{\mathbf G}^{-1}=\Pi_{\mathbf k+\mathbf G},\qquad \Theta\Pi_{\mathbf k}\Theta^{-1}=\Pi_{-\mathbf k},\qquad P\Pi_{\mathbf k}P=\Pi_{-\mathbf k}.$$

Complex conjugation and $\mathbf r\to-\mathbf r$ each invert the phase in $V_{\mathbf G}$, so $\Theta V_{\mathbf G}=V_{\mathbf G}^{-1}\Theta$ and $PV_{\mathbf G}=V_{\mathbf G}^{-1}P$.

An invariant momentum $\Gamma$ is one for which $2\Gamma$ is a reciprocal vector. There are four: $k_x,k_y\in\{0,\pi\}$. At $\Gamma$ the operators

$$\Theta_\Gamma=V_{2\Gamma}\Theta,\qquad B_\Gamma=V_{2\Gamma}P$$

map the occupied space to itself. $B_\Gamma$ is the ordinary parity, because $P(e^{i\Gamma\cdot\mathbf r}u)=e^{-i\Gamma\cdot\mathbf r}Pu=e^{i\Gamma\cdot\mathbf r}V_{2\Gamma}Pu$. Moving $V_{2\Gamma}$ through $\Theta$ or $P$ gives $\Theta_\Gamma^2=V_{2\Gamma}V_{2\Gamma}^{-1}\Theta^2=-1$ and $B_\Gamma^2=1$.

The product $A=P\Theta$ maps each $\mathbf k$ to itself. It is antiunitary, $A^2=P^2\Theta^2=-1$, and it commutes with $\Pi_{\mathbf k}$, $V_{\mathbf G}$ and $P$, hence with $B_\Gamma$. Also $B_\Gamma A=V_{2\Gamma}PP\Theta=\Theta_\Gamma$. So $B_\Gamma$ commutes with $\Theta_\Gamma$, and since parities are real, the two members of a Kramers pair have the same parity $\xi_m(\Gamma)=\pm1$. Define

$$\eta(\Gamma)=\prod_{m=1}^{N}\xi_m(\Gamma),$$

with one factor per pair. The claim is

$$(-1)^\nu=\eta(0,0)\,\eta(\pi,0)\,\eta(0,\pi)\,\eta(\pi,\pi).\tag{1}$$

**A fact used repeatedly.** Let $S$ be antiunitary with $S^2=-1$. From $\langle Sx|Sy\rangle=\langle y|x\rangle$ with $x=Sv$, $y=v$ one gets $-\langle v|Sv\rangle=\langle v|Sv\rangle$, so $Sv\perp v$. If $w$ is orthogonal to $v$ and $Sv$, so is $Sw$, by the same identity. Hence every $S$-invariant subspace has a basis of pairs $v,Sv$ and even dimension.

**The index.** Let $T(\mathbf k'\leftarrow\mathbf k)$ be parallel transport along a straight path in the occupied space: the state changes with no component of its derivative inside that space. In an occupied basis its coefficients obey $dc/dk=i\mathcal A c$, with $\mathcal A_{mn}=i\langle u_m|\partial_k u_n\rangle$ Hermitian, so $T$ is unitary. A reversed path gives $T^{-1}$, and a symmetry maps transport along a path to transport along its image. With $\mathbf G=(2\pi,0)$, the Wilson loop

$$W(k_y)=V_{\mathbf G}^{-1}\,T\big((2\pi,k_y)\leftarrow(0,k_y)\big)$$

has eigenvalues $e^{i\theta_n(k_y)}$. The numbers $\theta_n/2\pi$ are the centres along $x$ of Wannier functions localized in $x$ and Bloch-like in $y$. The index $\nu$ is the parity of the number of times these phases cross a continuous reference curve $c(k_y)$ as $k_y$ runs from $0$ to $\pi$, where $c$ avoids the phases at both ends.

## What time reversal gives alone

Take an invariant line, $k_y=0$ or $\pi$, with $\Gamma_1=(0,k_y)$ and $\Gamma_2=\Gamma_1+\mathbf G/2$. Put $U=T(\Gamma_2\leftarrow\Gamma_1)$. The operator $V_{2\Gamma_2}\Theta$ sends $\mathbf k$ to $2\Gamma_2-\mathbf k$. It therefore sends the path from $\Gamma_2$ back to $\Gamma_1$ to the path from $\Gamma_2$ on to $\Gamma_1+\mathbf G$:

$$T(\Gamma_1+\mathbf G\leftarrow\Gamma_2)=V_{2\Gamma_2}\Theta\,U^{-1}\,\Theta_{\Gamma_2}^{-1}.$$

Since $V_{\mathbf G}^{-1}V_{2\Gamma_2}=V_{2\Gamma_1}$,

$$W=\Theta_{\Gamma_1}U^{-1}\Theta_{\Gamma_2}^{-1}U.\tag{2}$$

Now $\Theta_{\Gamma_1}^{-1}W\Theta_{\Gamma_1}=U^{-1}\Theta_{\Gamma_2}^{-1}U\Theta_{\Gamma_1}$. Each $\Theta_\Gamma^{-1}$ equals $-\Theta_\Gamma$, so two signs cancel and this is $U^{-1}\Theta_{\Gamma_2}U\Theta_{\Gamma_1}^{-1}=W^{-1}$. If $Wv=\lambda v$ with $|\lambda|=1$, then

$$W\Theta_{\Gamma_1}v=\Theta_{\Gamma_1}W^{-1}v=\Theta_{\Gamma_1}\lambda^*v=\lambda\,\Theta_{\Gamma_1}v .$$

The Wilson phases on an invariant line thus form equal pairs. Let $e^{i\chi}$ be the product of one eigenvalue from each pair.

To count crossings, follow the phases continuously and choose $\theta_n(0)$ in the window $(c(0),c(0)+2\pi)$. At the other end write $\theta_n(\pi)=\bar\theta_n+2\pi M_n$, with $\bar\theta_n$ in $(c(\pi),c(\pi)+2\pi)$. The signed number of crossings by branch $n$ is $M_n$, so $\nu=M$ mod 2 with $M=\sum_nM_n$. Let $\Phi=\sum_n\theta_n$, and let $\chi_0,\chi_\pi$ be the sums of one phase per pair taken in the two windows. Pair members have equal phases in a window, so

$$\Delta\Phi=\Phi(\pi)-\Phi(0)=2(\chi_\pi-\chi_0)+2\pi M .$$

Dividing by 2 and exponentiating gives

$$(-1)^\nu=e^{i(\chi_\pi-\chi_0)}\,e^{-i\Delta\Phi/2}.\tag{3}$$

The right side does not contain $c$, so the index does not depend on the curve. It is also continuous under deformations that keep the gap and time reversal, and a sign that varies continuously is constant.

Equation (3) does not need inversion. What remains is to find $\Delta\Phi$ and $e^{i\chi}$ when inversion is present. The two derivations do this by different means.

## First derivation: inversion folds the loop

**The total phase is constant.** Transport and $V_{\mathbf G}$ commute with $A$, hence so does $W(k_y)$ at every $k_y$. If $Wv=\lambda v$, then $WAv=A\lambda v=\lambda^*Av$. Non-real eigenvalues come in conjugate pairs with product 1, and the eigenvalue $-1$ has an $A$-invariant eigenspace, which has even dimension. Therefore

$$\det W(k_y)=1,\qquad \Delta\Phi=0 .$$

Each Wannier centre at $x$ has a partner at $-x$, so no net charge moves along $x$ as $k_y$ varies.

**The loop is a product of two parities.** Repeat the argument for (2) with $V_{2\Gamma_2}P$, which also sends $\mathbf k$ to $2\Gamma_2-\mathbf k$:

$$W=V_{\mathbf G}^{-1}V_{2\Gamma_2}P\,U^{-1}B_{\Gamma_2}^{-1}U=B_1C,\qquad B_1=B_{\Gamma_1},\quad C=U^{-1}B_{\Gamma_2}U .$$

Both $B_1$ and $C$ are unitary with square 1, hence Hermitian, and both commute with $A$. $C$ has the same eigenvalues as $B_{\Gamma_2}$.

**Only the eigenvalue $-1$ matters.** On an invariant line each eigenvalue has even multiplicity. A non-real $\lambda$ of multiplicity $2s$ is accompanied by $\lambda^*$ of multiplicity $2s$, and together they contribute $\lambda^s(\lambda^*)^s=1$ to $e^{i\chi}$. If $-1$ has multiplicity $n_\pi$, then

$$e^{i\chi}=(-1)^{n_\pi/2}.$$

**Counting dimensions.** From $W=B_1C$ follow $B_1WB_1=CB_1=W^{-1}$ and $CWC=CB_1=W^{-1}$. So $B_1$ and $C$ both map the eigenspace of $\lambda$ to that of $\lambda^*$.

- On the eigenspace $W=-1$, which both preserve, $C=-B_1$. It consists of the common eigenvectors with $(B_1,C)=(+,-)$ and $(-,+)$. Calling the dimensions $d_{+-}$ and $d_{-+}$, $n_\pi=d_{+-}+d_{-+}$.
- On the eigenspace $W=+1$, $C=B_1$. It consists of the vectors $(+,+)$ and $(-,-)$, with dimensions $d_{++}$ and $d_{--}$.
- On the remaining space $R$ every $\lambda$ is non-real. There $B_1$ and $C$ exchange different eigenspaces and have zero trace, so each has eigenvalue $-1$ with multiplicity $r=\tfrac12\dim R$.

The numbers of negative parities are therefore

$$n_-(B_1)=r+d_{-+}+d_{--},\qquad n_-(C)=r+d_{+-}+d_{--},$$

and half their sum is

$$\tfrac12\left[n_-(B_1)+n_-(C)\right]=r+d_{--}+\tfrac12n_\pi .$$

Here $r$ is the dimension of the part of $R$ with $B_1=-1$, and $d_{--}$ that of a common eigenspace. Both spaces are $A$-invariant, so both numbers are even. Since $\eta=(-1)^{n_-/2}$,

$$e^{i\chi}=\eta(\Gamma_1)\,\eta(\Gamma_2).\tag{4}$$

Inserting (4) for the two invariant lines and $\Delta\Phi=0$ in (3) gives (1). The inverse on $e^{i\chi_0}$ is immaterial, because it is $\pm1$.

## Second derivation: Pfaffians and Berry curvature

**The total phase from the curvature.** Choose an occupied basis that is smooth for $0\le k_y\le\pi$ and obeys $u_{\mathbf k+\mathbf G}=V_{\mathbf G}u_{\mathbf k}$. This is possible because a complex vector bundle on a cylinder is trivial. Then $\Phi(k_y)=\int_0^{2\pi}\mathrm{tr}\mathcal A_x\,dk_x$ up to a constant multiple of $2\pi$. With $F=\partial_x\mathrm{tr}\mathcal A_y-\partial_y\mathrm{tr}\mathcal A_x$, and because $\mathrm{tr}\mathcal A_y$ is periodic in $k_x$,

$$\Delta\Phi=-\int_0^{\pi}dk_y\int_0^{2\pi}dk_x\,F .$$

A change of basis adds a gradient to $\mathrm{tr}\mathcal A$ and leaves $F$ unchanged. At a given point choose a basis with $\langle u_m|\partial_ju_n\rangle=0$. Then $\partial_j\Pi|u_n\rangle=|\partial_ju_n\rangle$, and

$$F=i\sum_n\big(\langle\partial_xu_n|\partial_yu_n\rangle-\langle\partial_yu_n|\partial_xu_n\rangle\big)=i\,\mathrm{Tr}\,\Pi[\partial_x\Pi,\partial_y\Pi].$$

The commutator of Hermitian operators is anti-Hermitian, so this trace is imaginary. But $A$ commutes with $\Pi$ at every $\mathbf k$, hence with its derivatives, and $\mathrm{Tr}(AXA^{-1})=(\mathrm{Tr}X)^*$ for antiunitary $A$, so the trace is also real. Therefore $F=0$ and $\Delta\Phi=0$.

**Pfaffians of the symmetry matrices.** Let $K$ be complex conjugation of coefficients. In orthonormal occupied bases at $\Gamma_1,\Gamma_2$ write $\Theta_{\Gamma_i}=m_iK$ and $A=a_iK$, and let $u$ now denote the matrix of $U$. From $\Theta_\Gamma^2=-1$ follows $mm^*=-1$. Unitarity of $m$ then gives $m^*=-m^\dagger$, that is $m^T=-m$. Likewise $a^T=-a$. The Pfaffian of an antisymmetric matrix obeys

$$\mathrm{Pf}(XMX^T)=\det X\,\mathrm{Pf}M,\qquad(\mathrm{Pf}M)^2=\det M .$$

Let the columns of $X$ be orthonormal eigenvectors of $W$ arranged in pairs $v,\Theta_{\Gamma_1}v$. Then $WX=XD$ with equal entries of $D$ in each pair. The action of $\Theta_{\Gamma_1}$ on the columns reads $m_1X^*=Xj$, where $j$ has diagonal blocks $\begin{pmatrix}0&-1\\1&0\end{pmatrix}$. Thus $m_1=XjX^T$ and $Wm_1=XDjX^T$, so

$$\frac{\mathrm{Pf}(Wm_1)}{\mathrm{Pf}\,m_1}=\frac{\mathrm{Pf}(Dj)}{\mathrm{Pf}\,j}=e^{i\chi}.\tag{5}$$

The same argument with $B_\Gamma$ in place of $W$, and $A$ in place of $\Theta_\Gamma$, gives $\mathrm{Pf}(B_ia_i)/\mathrm{Pf}\,a_i=\eta(\Gamma_i)$. Since $\Theta_\Gamma=B_\Gamma A$ means $m_i=B_ia_i$,

$$\mathrm{Pf}\,m_i=\eta(\Gamma_i)\,\mathrm{Pf}\,a_i.\tag{6}$$

**The loop folded by time reversal.** In matrices, (2) reads

$$W=m_1K\,u^\dagger\,K m_2^\dagger\,u=m_1u^Tm_2^\dagger u .$$

Multiply by $m_1=-m_1^T$ and use $m_2^\dagger=-m_2^*$. The signs cancel:

$$Wm_1=(m_1u^T)\,m_2^*\,(m_1u^T)^T .$$

Its Pfaffian is $\det m_1\,\det u\,(\mathrm{Pf}\,m_2)^*$. Here $\det m_1=(\mathrm{Pf}\,m_1)^2$ and, as $|\mathrm{Pf}\,m_2|=1$, $(\mathrm{Pf}\,m_2)^*=1/\mathrm{Pf}\,m_2$. With (5),

$$e^{i\chi}=\det u\;\frac{\mathrm{Pf}\,m_1}{\mathrm{Pf}\,m_2}.\tag{7}$$

This holds without inversion. Inversion now fixes $\det u$: transport commutes with $A$, so $ua_1=a_2u^*$, or $ua_1u^T=a_2$, and hence $\det u=\mathrm{Pf}\,a_2/\mathrm{Pf}\,a_1$. Inserting this and (6) in (7),

$$e^{i\chi}=\frac{\mathrm{Pf}\,a_2}{\mathrm{Pf}\,a_1}\,\frac{\eta(\Gamma_1)\,\mathrm{Pf}\,a_1}{\eta(\Gamma_2)\,\mathrm{Pf}\,a_2}=\eta(\Gamma_1)\,\eta(\Gamma_2),$$

which is (4) again, and (3) yields (1).

## Three dimensions and a worked example

In three dimensions the planes $k_z=0$ and $k_z=\pi$ are each mapped to themselves by $\mathbf k\to-\mathbf k$, up to a reciprocal vector. The operators $\Theta_\Gamma$ and $B_\Gamma$ contain the full vector $2\Gamma$, so both derivations apply on each plane. The strong index is the sum mod 2 of the indices of these planes; its sign is the product of $\eta$ over all eight invariant momenta. A weak index belongs to a plane $k_i=\pi$ and has the product over its four momenta.

Take the four-band model on a simple cubic lattice, with energies in units of a hopping $t$,

$$H=\Big(M-\sum_i\cos k_i\Big)\tau_z+\lambda\sum_i\sin k_i\,\tau_x\sigma_i,\qquad P=\tau_z,\quad\Theta=i\sigma_yK,\quad\lambda=1 .$$

All orbitals sit at the inversion centre, and one Kramers pair is filled. The four matrices anticommute, so $E^2=(M-\sum_i\cos k_i)^2+\lambda^2\sum_i\sin^2k_i$. The gap can close only where all sines vanish, at $M=3,1,-1,-3$. At an invariant momentum the filled pair has the lower energy, hence

$$\xi=-\,\mathrm{sgn}\Big(M-\sum_i\cos k_i\Big).$$

For $M=2$ the bracket is $2-3=-1$ at $(0,0,0)$, $+1$ at the three momenta with one component $\pi$, $+3$ at the three with two, and $+5$ at $(\pi,\pi,\pi)$. One parity is $+1$ and seven are $-1$.

| $M/t$ | momenta with $\xi=+1$ | product of eight | strong index | weak indices |
|---|---|---|---|---|
| 4 | none | $+1$ | 0 | 0, 0, 0 |
| 2 | $(0,0,0)$ | $-1$ | 1 | 0, 0, 0 |
| 0.5 | $(0,0,0)$ and the three with one $\pi$ | $+1$ | 0 | 1, 1, 1 |

The smallest direct gaps on a $20^3$ momentum grid are $2.0\,t$, $2.0\,t$ and $1.0\,t$. Lowering $M$ through 3 closes the gap at $(0,0,0)$ and reverses one parity, which changes the strong index. Lowering it through 1 reverses three.

For $M=2$ on the plane $k_z=0$ the two Wilson phases are $\pm\pi x$:

| $k_y/\pi$ | 0 | 0.25 | 0.50 | 0.75 | 1 |
|---|---|---|---|---|---|
| $x$ | 1.000 | 0.406 | 0.179 | 0.072 | 0.000 |

At $k_y=0$ both eigenvalues are $-1$, so $e^{i\chi_0}=-1$, in agreement with $\eta(0,0)\eta(\pi,0)=(+1)(-1)$. At $k_y=\pi$ both are $+1$, in agreement with $(-1)(-1)$. The ratio is $-1$, so $\nu=1$. In the phase picture, one branch goes from $\pi$ to $0$ and crosses the line $\theta=\pi/2$, while its partner goes from $-\pi$ to $0$ on the other side. Tracking the phases numerically gives the same index for this plane, and index 0 for $k_z=\pi$.

## What each derivation assumes

Both need a direct gap, $\Theta^2=-1$, and time reversal and inversion as separate symmetries. If the gap closes, the occupied space and its transport are no longer defined along the whole path. If inversion is broken, the parities are undefined and $\Delta\Phi$ need not vanish: among seven random two-dimensional models with an inversion-odd part added, the largest $|\Delta\Phi|$ was about 1.1 rad. Equation (3) still held in all seven. In the model with the largest change the factor $e^{-i\Delta\Phi/2}$ has a phase of magnitude about 0.55 rad, so it cannot be dropped.

The derivations differ in where inversion enters. The first uses it to fold the Wilson loop into two parity operators and, through $A=P\Theta$, to obtain $\det W=1$ and the even dimensions. It then needs only dimension counting, with no Pfaffians, no curvature and no choice of basis. Its key relation $W=B_1C$, a product of two unitary operators of square 1, is lost when inversion is broken and no other unitary symmetry reverses the line. Then only the antiunitary form (2) remains, and the dimension counting does not apply to it. A twofold rotation about the axis normal to the plane, multiplied by $i$, also folds the loop into two unitary operators of square 1. Its product with $\Theta$ squares to $+1$, however, so Kramers partners have opposite eigenvalues, the even dimensions are no longer guaranteed, and these eigenvalues do not fix $\nu$.

The second folds the loop by time reversal. It needs the derivatives of $\Pi_{\mathbf k}$, a smooth basis on half the zone and the algebra of Pfaffians. In return, (7) and the curvature integral for $\Delta\Phi$ survive when inversion is lost, and together with (3) they still determine $\nu$. Inversion is used for three things: it removes the curvature, fixes $\det u$ and turns the Pfaffians into parities.

The numerical check compares the tracked Wilson phases with the parities in 14 random models with two filled pairs, seven of each index, and tests the loop factorization and relations (3) to (6).

## Computed results

```
Random 2D models with inversion: 14
  of these with nu = 0: 7  nu = 1: 7
  largest |det W - 1|: 1.8e-14
Random 2D models with broken inversion: 7
  weight of odd part: 0.05 to 0.30
  largest |change of Phi|: 1.106 rad
Cubic model: hopping t = 1, lambda = 1.0 t
Parity of the occupied pair; momentum in units of pi
momentum   M=4.0t  M=2.0t  M=0.5t
(0, 0, 0)      -1      +1      +1
(0, 0, 1)      -1      -1      +1
(0, 1, 0)      -1      -1      +1
(0, 1, 1)      -1      -1      -1
(1, 0, 0)      -1      -1      +1
(1, 0, 1)      -1      -1      -1
(1, 1, 0)      -1      -1      -1
(1, 1, 1)      -1      -1      -1
M - sum cos(k) for M = 2 t, in t:
  at (0, 0, 0): -1.0
  at (1, 0, 0): +1.0
  at (1, 1, 0): +3.0
  at (1, 1, 1): +5.0
M = 4.0 t: smallest direct gap on 20^3 grid 2.000 t
  nu from phase flow: kz=0 plane 0, kz=pi plane 0
  parity product +1, strong 0, weak [0, 0, 0]
M = 2.0 t: smallest direct gap on 20^3 grid 2.000 t
  nu from phase flow: kz=0 plane 1, kz=pi plane 0
  parity product -1, strong 1, weak [0, 0, 0]
M = 0.5 t: smallest direct gap on 20^3 grid 1.000 t
  nu from phase flow: kz=0 plane 1, kz=pi plane 1
  parity product +1, strong 0, weak [1, 1, 1]
M = 2 t, kz = 0: Wilson phases are +x and -x, in units of pi
  ky = 0.00 pi: x = 1.000
  ky = 0.25 pi: x = 0.406
  ky = 0.50 pi: x = 0.179
  ky = 0.75 pi: x = 0.072
  ky = 1.00 pi: x = 0.000
```
